\section*{Second-order binding of a donor with traceless inverse-mass anisotropy}

\section{Mass anisotropy and the donor ground state}

Take a shallow donor in silicon with the rough values $m_t=0.19\,m_e$, $m_l=0.92\,m_e$ and $\epsilon=11.7$. If the anisotropic mass is replaced by the isotropic mass that has the same mean inverse, the binding energy is 25.7 meV. Diagonalizing the anisotropic one-valley model gives 29.6 meV. The anisotropy left out of the first number has zero average over directions and no expectation value in the isotropic ground state, yet it adds about 4 meV. Second-order perturbation theory explains the sign of this gain and, in silicon, 60\% of its size.

\subsection{Model and choice of reference}

Consider one ellipsoidal valley, a scalar dielectric constant and a point charge. Valley coupling and the short-range core potential are omitted. Define
\begin{equation}
\frac1{\bar m}=\frac13\sum_i\frac1{m_i},\qquad
A_{ij}=\bar m\left(\frac1m\right)_{ij}-\delta_{ij},\qquad \mathrm{Tr}\,A=0 .
\label{eq:A}
\end{equation}
With $\bar m$ in units of $m_e$, lengths are measured in $a^*=\epsilon a_0/\bar m$ and energies in $\mathrm{Ha}^*=2\,\mathrm{Ry}^*$, where $\mathrm{Ry}^*=\mathrm{Ry}\,\bar m/\epsilon^2$. Then
\begin{equation}
H=H_0+W,\qquad H_0=\frac{p^2}{2}-\frac1r,\qquad W=\frac12A_{ij}p_ip_j ,
\label{eq:H}
\end{equation}
with repeated indices summed. The unperturbed state is $\psi_0=e^{-r}/\sqrt\pi$, with $E_0=-\tfrac12$.

For a valley with its axis along $z$,
\begin{equation}
A=\eta\,\mathrm{diag}(1,1,-2),\qquad
\eta=\frac{1/m_t-1/m_l}{2/m_t+1/m_l}.
\label{eq:eta}
\end{equation}
Positive $\eta$ means a heavy $z$ axis. Positive masses require $-1<\eta<\tfrac12$.

\subsection{The perturbation creates a pure d wave}

For a radial function $f(r)$, $\partial_jf=f'x_j/r$. With $n_i=x_i/r$, a second derivative gives
\begin{equation}
\partial_i\partial_jf=n_in_j\left(f''-\frac{f'}r\right)+\delta_{ij}\frac{f'}r .
\label{eq:hess}
\end{equation}
Since $p_ip_j=-\partial_i\partial_j$, the last term contributes $\mathrm{Tr}\,A=0$ to $W\psi_0$. For $f=\psi_0$, $f''=f$ and $f'=-f$, so
\begin{equation}
W\psi_0=-\frac12A_{ij}n_in_j\left(1+\frac1r\right)\psi_0 .
\label{eq:Wgen}
\end{equation}
A traceless quadratic form in $n_i$ is a combination of $l=2$ harmonics. In the uniaxial case $A_{ij}n_in_j=\eta(1-3\cos^2\theta)=-2\eta P_2$, and
\begin{equation}
W\psi_0=\eta P_2(\cos\theta)\left(1+\frac1r\right)\psi_0 .
\label{eq:Wuni}
\end{equation}
Its overlap with $\psi_0$ vanishes, so $E_1=0$.

\subsection{The Dalgarno--Lewis equation and the sign}

Instead of summing over excited states, one solves the first-order equation
\begin{equation}
(H_0-E_0)\psi_1=-W\psi_0,\qquad \langle\psi_0|\psi_1\rangle=0,
\qquad E_2=\langle\psi_0|W|\psi_1\rangle .
\label{eq:DL}
\end{equation}
$H_0$ conserves angular momentum and the source is pure $l=2$, so $\psi_1$ is pure $l=2$. This is the precise sense in which only d-wave admixture contributes to $E_2$. Replacing $W\psi_0$ in the energy by the left side of the equation gives
\begin{equation}
E_2=-\langle\psi_1|H_0-E_0|\psi_1\rangle<0 .
\label{eq:sign}
\end{equation}
The inequality holds because the lowest $l=2$ level is $-1/18$, which makes $H_0-E_0$ at least $4/9$ in this sector.

To find the size, write $\psi_1=\eta\,G\psi_0$ with $G=g(r)P_2$. The product rule and $(H_0-E_0)\psi_0=0$ give
\begin{equation}
(H_0-E_0)(G\psi_0)=-\frac12\left[\nabla^2G+2\nabla G\cdot\nabla\ln\psi_0\right]\psi_0 .
\label{eq:prod}
\end{equation}
Here $\nabla\ln\psi_0=-\hat{\mathbf r}$ and $\nabla^2(gP_2)=(g''+2g'/r-6g/r^2)P_2$. Equating \eqref{eq:prod} to $-P_2(1+1/r)\psi_0$ yields
\begin{equation}
g''+\left(\frac2r-2\right)g'-\frac{6g}{r^2}=2+\frac2r .
\label{eq:radial}
\end{equation}

Near the origin the $1/r$ terms with $g\simeq a_1r$ require $2a_1-6a_1=2$, so $a_1=-\tfrac12$. In the next order an $r^2$ term drops out, since $2+4-6=0$, while $-2g'$ supplies only $1$ of the required $2$. A term $b\,r^2\ln r$ supplies $5b$, so $b=\tfrac15$. The logarithm rules out a polynomial solution. At large $r$, $-2g'\to2$ gives $g\simeq-r$.

The computed $g$ is $-0.32$, $-0.68$, $-1.48$ and $-3.19$ at $r=0.5$, 1, 2 and 4. Since $P_2=1$ on the $z$ axis and $-\tfrac12$ in the equatorial plane, a heavy $z$ axis makes the wave function smaller along $z$ and larger in the plane. The orbit contracts along the direction in which localization costs less kinetic energy.

\subsection{Solution in Sturmian functions}

The regular solution can be expanded in
\begin{equation}
S_n(r)=r^2L^{5}_{n-3}(2r)e^{-r},\qquad n=3,4,\ldots
\label{eq:S}
\end{equation}
This is the $l=2$ hydrogenic radial function with principal number $n$ and nuclear charge $n$. Its decay constant is $n/n=1$ and its energy is $-\tfrac12$ for every $n$. Changing the charge from $n$ back to 1 leaves
\begin{equation}
(H_0-E_0)S_nP_2=\frac{n-1}{r}S_nP_2 .
\label{eq:Seq}
\end{equation}
The associated Laguerre polynomials form a complete orthogonal set with weight $x^5e^{-x}$. With $x=2r$,
\begin{equation}
\int_0^\infty r^2\,\frac{S_nS_m}{r}\,dr=\delta_{nm}N_n,\qquad
N_n=\frac{(n+2)!}{64\,(n-3)!}.
\label{eq:N}
\end{equation}

The overlap of the source with $S_n$ is
\begin{equation}
B_n=\int_0^\infty(r^4+r^3)L^5_{n-3}(2r)e^{-2r}dr .
\label{eq:Bdef}
\end{equation}
The generating function $\sum_kt^kL_k^5(x)=(1-t)^{-6}e^{-xt/(1-t)}$ gives
\begin{equation}
\sum_kt^k\int_0^\infty x^se^{-x}L^5_k(x)\,dx=s!\,(1-t)^{s-5}.
\label{eq:gen}
\end{equation}
The integral is therefore $24$ for $s=4$ and $6(k+1)$ for $s=3$. With $k=n-3$,
\begin{equation}
B_n=\frac{24}{32}+\frac{6(n-2)}{16}=\frac{3n}{8}.
\label{eq:B}
\end{equation}

Now put $g\,e^{-r}=\sum_nc_nS_n$ into \eqref{eq:DL} and project with $r^2S_n$. Equations \eqref{eq:Seq} and \eqref{eq:N} give $(n-1)N_nc_n=-B_n$. Since $64N_n=(n+2)(n+1)n(n-1)(n-2)$,
\begin{equation}
c_n=-\frac{24}{(n-1)^2(n-2)(n+1)(n+2)} .
\label{eq:c}
\end{equation}

For the energy, $\psi_0^2=e^{-2r}/\pi$ and $\int P_2^2\,d\Omega=4\pi/5$. Therefore
\begin{align}
E_2&=\frac{4\eta^2}{5}\int_0^\infty(r^2+r)\,g\,e^{-2r}dr
=\frac{4\eta^2}{5}\sum_{n=3}^\infty c_nB_n\nonumber\\
&=-\frac{36\eta^2}{5}\,\Sigma,\qquad
\Sigma=\sum_{n=3}^\infty\frac{n}{(n-1)^2(n-2)(n+1)(n+2)} .
\label{eq:sum}
\end{align}
The summand has the partial fractions
\begin{equation}
\frac{1}{6(n-2)}-\frac{7}{36(n-1)}-\frac{1}{6(n-1)^2}
+\frac1{12(n+1)}-\frac1{18(n+2)} .
\label{eq:pf}
\end{equation}
The coefficients of the four simple fractions add to zero, so their logarithmic divergences cancel. Relative to the full harmonic sum, the simple sums lack $0$, $1$, $11/6$ and $25/12$ respectively. They leave
\begin{equation}
\frac7{36}-\frac{11}{72}+\frac{25}{216}=\frac{17}{108}.
\label{eq:harm}
\end{equation}
The squared fraction contributes $-\tfrac16(\pi^2/6-1)$. Hence $\Sigma=35/108-\pi^2/36=0.04992$, and
\begin{equation}
\boxed{E_2=-\left(\frac73-\frac{\pi^2}{5}\right)\eta^2\,\mathrm{Ha}^*
=-0.7188\,\eta^2\,\mathrm{Ry}^*} .
\label{eq:E2}
\end{equation}

Finite-difference integration of \eqref{eq:radial} and diagonalization of \eqref{eq:H} in Gaussian functions at small $\pm\eta$ both give $-0.35941$ for the coefficient in $\mathrm{Ha}^*$, in agreement with \eqref{eq:E2}. With s and g functions but no d functions, the ground-state shift at $\eta=0.3$ is zero to rounding, $5\times10^{-12}\,\mathrm{Ha}^*$.

The d states in question are mostly unbound. The bound $nd$ states with $n=3$ to 40 supply 5.4\% of $E_2$. Higher bound states add little, because their squared amplitude near the donor falls as $n^{-3}$; the continuum supplies the rest. The Sturmian functions are discrete but include this continuum.

\subsection{Three unequal masses}

For a general $A$, \eqref{eq:Wgen} has the same radial factor and again a pure $l=2$ angular factor. The function $g$ is unchanged, and $E_2$ is proportional to the angular average of $(A_{ij}n_in_j)^2$. From
\begin{equation}
\langle n_in_jn_kn_l\rangle=\frac{\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk}}{15}
\label{eq:four}
\end{equation}
and $\mathrm{Tr}\,A=0$, this average is $2\,\mathrm{Tr}A^2/15$. The uniaxial tensor has $\mathrm{Tr}A^2=6\eta^2$, so
\begin{equation}
E_2=-\frac{35-3\pi^2}{90}\,\mathrm{Tr}A^2\ \mathrm{Ha}^* .
\label{eq:general}
\end{equation}
For a non-diagonal tensor with $\mathrm{Tr}A^2=1.8$, the formula and the diagonalization both give a coefficient of $-0.10782$.

\subsection{An elementary variational estimate}

The functional $\langle\phi|H_0-E_0|\phi\rangle+2\langle\phi|W|\psi_0\rangle$ has its minimum over d functions at $\phi=\psi_1$, where it equals $E_2$. Any trial $\phi=\eta gP_2\psi_0$ therefore gives an upper bound. Multiplying \eqref{eq:prod} by $G\psi_0$ and integrating by parts turns the first term into $\tfrac12\eta^2\int|\nabla G|^2\psi_0^2\,d^3r$, so
\begin{equation}
E_2\le\frac{4\eta^2}{5}\int_0^\infty\left[\frac{r^2g'^2+6g^2}{2}+2(r^2+r)g\right]e^{-2r}dr .
\label{eq:hyl}
\end{equation}
For $g=-ar$ the integral is $\tfrac78a^2-\tfrac54a$, which is least at $a=5/7$. The bound is $E_2\le-\tfrac5{14}\eta^2=-0.3571\,\eta^2\,\mathrm{Ha}^*$, within 0.7\% of \eqref{eq:E2}.

\subsection{What ``increases binding'' means}

The sign is not limited to second order. Because $\langle\psi_0|W|\psi_0\rangle=0$, $\psi_0$ is a trial state of the full $H$ with energy $E_0$. For $A\ne0$ it is not an eigenstate, by \eqref{eq:Wgen}. The true ground level therefore lies below $E_0$ for any positive masses.

The statement does depend on the reference. The density-of-states mass $m_d=(m_t^2m_l)^{1/3}$ satisfies
\begin{equation}
\frac{m_d}{\bar m}=\left[(1+\eta)^2(1-2\eta)\right]^{-1/3}=1+\eta^2+O(\eta^3).
\label{eq:dos}
\end{equation}
A hydrogenic donor with this mass is bound by $(1+\eta^2)\,\mathrm{Ry}^*$, against $(1+0.719\,\eta^2)\,\mathrm{Ry}^*$ for the anisotropic donor. For small $\eta$, the anisotropic donor is thus more weakly bound than this reference. The silicon parameters show the same order: $m_d=0.321\,m_e$ gives 31.9 meV, above the 29.6 meV of the full model.

\subsection{Third order and the limit of strong anisotropy}

In momentum space $W=-\eta p^2P_2(\hat{\mathbf p})$, and $\psi_1$ is again $P_2(\hat{\mathbf p})$ times a function of $p$. The angular averages $\langle P_2^3\rangle=2/35$ and $\langle P_2^2\rangle=1/5$ have the ratio $2/7$. Since $E_1=0$,
\begin{equation}
E_3=\langle\psi_1|W|\psi_1\rangle=-\frac27\,\eta\,\langle\psi_1|p^2|\psi_1\rangle
=-0.2002\,\eta^3\ \mathrm{Ha}^* ,
\label{eq:E3}
\end{equation}
where the number is computed. Third order strengthens the binding for a heavy axis and weakens it for a light one. At $\eta=+0.1$ and $-0.1$ the full shifts are $-0.00386$ and $-0.00345\,\mathrm{Ha}^*$, on either side of the second-order $-0.00359$. At $\eta=0.3$ second order gives $-0.0323\,\mathrm{Ha}^*$, against $-0.0459\,\mathrm{Ha}^*$ from diagonalization with $l\le4$ (higher angular momenta move this to $-0.0462$), a shortfall of about 30\% of the latter.

The limit $m_l\to\infty$ shows how far the expansion can fail. The electron then has no kinetic energy along $z$ and settles at $z=0$, which leaves a two-dimensional hydrogen problem with mass $m_t$. In units for that mass its ground state is $e^{-2\rho}$, since
\begin{equation}
-\frac12\left(4-\frac2\rho\right)-\frac1\rho=-2 .
\label{eq:2d}
\end{equation}
The binding is four Rydbergs of mass $m_t=\tfrac23\bar m$, or $2.67\,\mathrm{Ry}^*$. Second order at $\eta=\tfrac12$ gives only $1+0.719/4=1.18\,\mathrm{Ry}^*$.

\subsection{The silicon example}

The inverse masses are $1/0.19=5.263$ and $1/0.92=1.087$. Therefore
\begin{align}
\bar m&=\frac{3}{2(5.263)+1.087}=0.2583,\qquad
\eta=\frac{5.263-1.087}{11.613}=0.3596,\nonumber\\
\mathrm{Ry}^*&=\frac{13606\times0.2583}{11.7^2}=25.7\ \mathrm{meV},\qquad
a^*=\frac{0.0529\times11.7}{0.2583}=2.40\ \mathrm{nm}.
\label{eq:num}
\end{align}
The second-order gain is $0.7188\times0.3596^2\times25.7=2.39$ meV, which brings the binding to 28.1 meV. Third order adds 0.48 meV. The full one-valley result with $l\le6$ is 29.6 meV; going from $l\le4$ to $l\le6$ raised it by 0.06 meV, all higher $l$ together add a further 0.01 meV, and a denser radial basis changed it by far less.

The orders beyond the third thus supply 1.1 meV, more than the third itself, so in silicon the series cannot be judged by its third term. The full state has weights of about 0.91, 0.08 and 0.006 in the s, d and g waves. The g wave is absent from $\psi_1$ and enters when $W$ acts on the d wave.

Real silicon donors depart from this model mainly through the core and the coupling of the six valleys. The measured binding of phosphorus is roughly 45 meV, well above 29.6 meV. First-order perturbation theory cannot supply the difference. Let the unscreened core attraction be $-(e^2/4\pi\epsilon_0r)(1-1/\epsilon)e^{-r/\lambda}$ with an assumed $\lambda=0.1$ nm. Its first-order effect in the isotropic 1s state is 3.3 meV for one valley, and six times that, 20 meV, if all six valleys are coupled with equal strength. The second number resembles the missing energy, but the potential is too strong for first order. In donor units it is $-Ze^{-r/\lambda}/r$ with $Z=\epsilon-1=10.7$ and $\lambda=0.042$, and such a potential binds a state on its own once $Z\lambda$ exceeds about 0.84. One valley gives 0.45, more than half of this threshold, and solving the isotropic donor with this core included gives a shift of 9.2 meV instead of 3.3 meV. Six equally coupled valleys give 2.7. The envelope equation then has a deep state of atomic size, where the effective-mass approximation fails. The core shift of a particular dopant has to come from experiment or from a calculation that treats the core and the Bloch functions explicitly. The choice of $\epsilon$ also matters: 11.4 instead of 11.7 adds 1.6 meV, two thirds of the second-order gain.

Other effects are smaller under mild conditions. In a field of 0.005 MV/cm the Stark shift of the isotropic donor is 0.06 meV. For the same isotropic donor, a triangular barrier gives an escape rate of order $30\ \mathrm{s}^{-1}$. The Coulomb attraction lowers the barrier, and the weak-field formula for hydrogen, which includes it, gives several thousand per second. In the anisotropic donor the rate depends on the field direction, because the tunnelling exponent grows as $\sqrt{m}\,E_b^{3/2}$, with $E_b$ the binding energy and $m$ the mass along the field. For 29.6 meV and a field along the heavy axis, the triangular-barrier exponent rises from 29 to 67 and escape by tunnelling is negligible. Along a light axis the smaller mass nearly offsets the deeper binding, and the exponent is 30. The heavy-axis value applies to one valley only: in silicon the same field lies along a light axis of four other valleys, so a donor state that mixes all six is not protected in this way. None of these estimates includes impact ionization by free carriers, which can empty shallow donors at low temperature in such a field. At a doping of $10^{15}\ \mathrm{cm}^{-3}$ the inverse cube root of the density is 100 nm, and a charged neighbour at that distance produces a potential of 1.2 meV. For randomly placed donors the mean distance to the nearest neighbour is shorter, 55 nm, where the potential is 2.2 meV. These values apply when the neighbours are ionized. In an uncompensated sample at 20 K, with about 0.1\% of the donors ionized, the nearest charged donor is roughly 500 nm away and gives about 0.2 meV. Its uniform part moves the donor level and the local band edge together, so the binding measured from that local edge feels only the variation across the orbit. For an isolated pair of charges, taking the electron far from both costs the full extra 2.2 meV.

Temperature decides whether the bound state is occupied. Let $n$ be the free-electron density and $N_D$ the donor density, without compensation. With the same six valleys and two spins counted in the band and in the donor level, the degeneracies cancel:
\begin{equation}
\frac{n^2}{N_D-n}=\left(\frac{m_dk_BT}{2\pi\hbar^2}\right)^{3/2}e^{-E_b/k_BT}.
\label{eq:mass}
\end{equation}
For $E_b=29.6$ meV and $N_D=10^{15}\ \mathrm{cm}^{-3}$, with excited donor states left out, 99.9\% of the donors are neutral at 20 K and 0.14\% at 300 K. Counting hydrogenic excited levels up to principal number 4 leaves the first value unchanged and raises the second to about 1.5\%; including number 5 as well gives 2.5\%. The sum over levels of an isolated donor has no limit, so it must be cut off where the orbits reach neighbouring donors. The s orbit with principal number 4 already has a mean radius of 58 nm, so the room-temperature value is only a rough estimate. The cancellation of degeneracies belongs to the model: in real silicon the valley coupling leaves a ground level with spin degeneracy only, and if that level alone is counted the right side of \eqref{eq:mass} gains a factor of six. The shift derived here therefore matters at low temperature, where carriers freeze out; at room temperature nearly all these donors are ionized. It is the shift of the ground level, not of a spectral line, which also contains the shift of the upper level. In the one-valley model the anisotropy lowers the $1s\to2p_0$ line from 19.3 to 18.7 meV and raises the $1s\to2p_\pm$ line from 19.3 to 23.6 meV.

\section*{Computed values}
\begin{verbatim}
E2 coefficient, closed form: -0.359412 Ha* = -0.718825 Ry*
E2 coefficient, radial finite differences: -0.35941 Ha*
E2 coefficient, Gaussian diagonalization: -0.35941 Ha*
E2 coefficient, trial g=-5r/7: -0.357143 Ha*
Sturmian sum: 0.0499184; first term n=3 share: 0.7512
Bound nd states n=3..40, share of E2: 0.0540
g(r) at r/a* = 0.5, 1, 2, 4: -0.3155, -0.6822, -1.4793, -3.1927
General tensor, Tr A^2 = 1.800: E2 formula -0.10782, diagonalization -0.10782 Ha*
Shift at eta=0.3 without d functions: 4.7e-12 Ha*
E3 coefficient (times eta^3): -0.2002 Ha*; from diagonalization -0.2002
eta=-0.3: full shift -0.03063, second order -0.03235 Ha*
eta=-0.1: full shift -0.00345, second order -0.00359 Ha*
eta=+0.1: full shift -0.00386, second order -0.00359 Ha*
eta=+0.2: full shift -0.01725, second order -0.01438 Ha*
eta=+0.3: full shift -0.04591, second order -0.03235 Ha*
Silicon inputs (rough): m_t=0.19 m_e, m_l=0.92 m_e, eps=11.7
Mean-inverse mass: 0.2583 m_e; eta = 0.3596
Donor Bohr radius: 2.397 nm
Isotropic binding Ry*: 25.675 meV
Second-order gain in binding: 2.387 meV
Binding through second order: 28.062 meV
Third-order gain: 0.478 meV; binding through third: 28.540 meV
Full single-valley binding (l<=6): 29.641 meV
Second-order share of full gain: 0.602
Convergence, l<=4 to l<=6: 0.0572 meV
Convergence, denser Gaussian basis: 0.00002 meV
Weights of l=0,2,4,6 in the full state: 0.91386, 0.07943, 0.00626, 0.00045
Density-of-states mass: 0.3214 m_e; its hydrogenic binding 31.948 meV
Core potential, range 0.1 nm: one valley 3.26 meV, six fully coupled 19.6 meV
Binding change for eps=11.4: 1.58 meV
Field 0.005 MV/cm: e F a*/Ha* = 0.0233
Stark increase of binding: 0.063 meV (coefficient 2.2500 Ha*)
Triangular-barrier exponent: 28.57; rough escape rate 3.1e+01 1/s
Doping 1e+15 cm^-3: spacing 100.0 nm, charged-neighbour potential 1.23 meV
T=20 K: kT = 1.72 meV, neutral donor fraction 0.99884
T=300 K: kT = 25.85 meV, neutral donor fraction 0.00137
\end{verbatim}
